Adhesion energy from collapsed silicon cantilevers: flat contact and tip contact

**Problem**

Two silicon cantilevers have been released by wet etching and dried. Both are clamped at one end, have thickness t = 2 µm, and originally stood at a gap g = 2 µm above a flat substrate. Their long axes lie along [110] in a (001) layer, for which Young's modulus is E = 169.7 GPa, calculated from rough elastic constants.

Beam A is 300 µm long. It is free over s = 150 µm from the clamp and lies flat on the substrate beyond that. Beam B is 120 µm long and touches only at the lower edge of its tip. While drying, both beams were pressed flat and then peeled back until they came to rest.

(a) Find the adhesion energy Γ, the work per unit area needed to separate the surfaces, from beam A.
(b) Find what beam B says about Γ.
(c) Find how the two shapes can be told apart, and how far the answers can be trusted.

Take the deflections as small, the beams as straight before collapse, and the axial force as zero, so that the contact can slip sideways. The adhesion has a range much shorter than g.

**First estimate by scaling**

A free length s that drops by g has a curvature of order g/s². The bending stiffness per unit width is of order Et³, so the bending energy per unit width is of order

Et³ (g/s²)² s = Et³g²/s³.

Peeling changes this energy appreciably when s changes by an amount of order s, and the surface energy then changes by Γs. Balancing the two gives

Γ ~ Et³g²/s⁴.

For beam A this is

(169.7×10⁹ Pa)(2×10⁻⁶ m)³(2×10⁻⁶ m)² / (150×10⁻⁶ m)⁴ ≈ 0.011 J/m²,

or about 11 mJ/m². With the length of beam B in place of s, the estimate is about 26 mJ/m². Scaling treats both beams alike, and it cannot say whether the discrepancy is real.

**Exact solution within beam theory**

*The two shapes.* Let w(x) be the downward deflection at distance x from the clamp. The bending stiffness per unit width is

B = Et³/12 = 0.1131 µN m,

and the bending energy per unit width is

U = (B/2) ∫ (w'')² dx.

No load acts on the free span, so w'''' = 0 and w is a cubic. The clamp requires w(0) = w'(0) = 0, which leaves w = aξ² + bξ³, where ξ is x divided by the free length.

For beam A the free span must join the flat part smoothly, so w(s) = g and w'(s) = 0. These conditions read a + b = g and 2a + 3b = 0, giving a = 3g and b = −2g:

w = g(3ξ² − 2ξ³), w'' = (6g/s²)(1 − 2ξ).

This is the S-shape. Since ∫₀¹(1 − 2ξ)² dξ = 1/3,

U_S = (B/2)(36g²/s⁴)(s/3) = 6Bg²/s³.

For beam B the tip edge transmits a force but no moment, so w(L) = g and w''(L) = 0. Now a + b = g and 2a + 6b = 0, giving a = 3g/2 and b = −g/2:

w = (g/2)(3ξ² − ξ³), w'' = (3g/L²)(1 − ξ).

Since ∫₀¹(1 − ξ)² dξ = 1/3,

U_tip = (B/2)(9g²/L⁴)(L/3) = 3Bg²/(2L³).

*Flat contact.* The attached length is L − s and lowers the energy by Γ per unit area. The total energy per unit width is therefore

F(s) = 6Bg²/s³ − Γ(L − s).

Its derivative is dF/ds = −18Bg²/s⁴ + Γ. The first term is the elastic energy released by peeling, the second the surface energy paid. Setting the sum to zero gives

Γ = 18Bg²/s⁴ = 3Et³g²/(2s⁴).

The second derivative, 72Bg²/s⁵, is positive, so this is a minimum: a front that starts too close to the clamp peels outward and stops. Call the stopping length s*. It does not depend on L, provided that L > s*. The equality also requires that the front came to rest by peeling. A front that never moved shows merely that the release rate does not exceed Γ, which makes the formula a lower bound.

For beam A,

Γ = 18(0.1131×10⁻⁶ N m)(2×10⁻⁶ m)² / (150×10⁻⁶ m)⁴ = 0.0161 J/m² = 16.1 mJ/m².

*Tip contact: an upper bound.* If L < s*, then dF/ds < 0 along the whole beam. No flat contact can come to rest, and a beam that was pressed flat peels back to its tip. Beam B did so, hence L ≤ s*, or

Γ ≤ 18Bg²/L⁴ = 3Et³g²/(2L⁴) = 39 mJ/m².

The pressing matters. A beam lowered gently until its tip touches may stay in tip contact even when L > s*. To lie flat it must first turn its tip level, which raises the bending energy at fixed L from 3Bg²/(2L³) to 6Bg²/L³, while short-range adhesion acts on little more than the edge until the tip is nearly level. Without the pressing, this upper bound cannot be used.

*Tip contact: a lower bound.* The tip must be held down against the elastic force

P = dU_tip/dg = 3Bg/L³ = 0.393 N/m

per unit width. The underside meets the substrate at the slope

θ = w'(L) = (2a + 3b)/L = 3g/(2L) = 0.025.

Let σ(h) be the attractive traction between surfaces a distance h apart. Its integral from contact to large separation is Γ. At a distance y back from the edge the surfaces are h = θy apart, so the total attraction per unit width is

∫ σ(θy) dy = (1/θ) ∫ σ(h) dh = Γ/θ.

The range of the traction enters only through the length of this wedge, which must be short compared with L. If the edge is lifted, part of the integral is lost. If the substrate pushes back on the edge, that push subtracts from the attraction. The greatest net hold is therefore Γ/θ, and a held tip requires P ≤ Γ/θ:

Γ ≥ Pθ = 9Bg²/(2L⁴) = 3Et³g²/(8L⁴).

For beam B this gives (0.3928 N/m)(0.025) = 9.8 mJ/m².

The same expression follows from −dU_tip/dL, but that derivative does not describe peeling. Moving a moment-free contact inward by dL would leave an overhang pointing into the substrate, with its end a depth θ dL below the surface. The product Pθ is the work per unit area associated with that forbidden motion. The formula with 3/8 is thus a holding threshold, and it becomes an equality for a beam just short enough to be on the point of letting go.

*One family of beams.* Insert Γ = 18Bg²/s*⁴ into the holding condition. Then L⁴ ≥ s*⁴/4, or L ≥ s*/√2. For equal t, g and Γ, this gives three ranges after pressing flat and slow peeling:

- L < s*/√2: the beam comes free.
- s*/√2 < L < s*: the tip can be held.
- L > s*: the beam is S-shaped, with free length s*.

With s* = 150 µm from beam A, the middle range runs from 106 to 150 µm. Beam B, at 120 µm, lies inside it.

*Numerical tests.* In a finite-element beam with Γ set to 18Bg²/s*⁴, the total energy was scanned over the position of the contact front in steps of 0.01s*. Beams of length 1.5s* and 1.1s* both had their first minimum at s*. For a length of 0.9s* the energy fell all the way to the tip. Separately, a beam held solely by a distributed traction of range 10⁻⁴g needed Γ = 4.500Bg²/L⁴, for an exponential and for a triangular traction law alike. The derived coefficient is 9/2.

**Comparison of the estimate and the solution**

Scaling gives the right powers of E, t, g and length. For flat contact the missing factor is 3/2, which turns 11 into 16 mJ/m². For tip contact no single factor exists: the coefficient lies between 3/8 and 3/2, and 26 mJ/m² becomes the interval from 9.8 to 39 mJ/m². The value from beam A lies inside it, so the apparent discrepancy between the two scaling estimates is no contradiction. Applying the tip formula to beam A would give 4.0 mJ/m², too small by a factor of four.

*Telling the shapes apart.* A height profile settles the question. Halfway along the free span, the S-shape has dropped by g(3/4 − 2/8) = g/2 = 1.0 µm. The tip-held arc has dropped by (g/2)(3/4 − 1/8) = 5g/16 = 0.63 µm.

*Measurement error.* Because Γ varies as t³g²/s⁴, relative errors in t, g and s are multiplied by 3, 2 and 4. Assumed independent uncertainties of 0.05 µm in t and g and 3 µm in s contribute 7.5%, 5% and 8%. Their root sum of squares is 12%, so beam A gives 16 ± 2 mJ/m² before errors of the model are counted.

*Slip at the contact.* If the contact cannot slip, the free span must stretch. For the S-shape ∫(w')² dx = 6g²/(5s), so the mean strain is half of this divided by s, or 3g²/(5s²). The stretching energy per unit width is

(Et s/2)(3g²/(5s²))² = 0.18 Etg⁴/s³.

Relative to the bending energy Et³g²/(2s³), this is 0.36(g/t)², or 36% when g = t. Letting the shape relax lowers the figure to 35%. Both energies vary as s⁻³, so the inferred Γ rises by the same 35%. This is the case of a contact locked to an otherwise unstretched beam, and a small inward slip reduces the effect. The figure is not a ceiling, because the history matters. If the attached part slid in freely while the free span had a shorter length s₀ and then locked, peeling back to s leaves the span in compression. For beam A the inferred Γ then changes by about −12% for s₀ = 75 µm, by almost nothing for 50 µm, and by about +96% for 30 µm.

*Range of the adhesion.* Represent the attached region by springs of stiffness k per unit area that break at an extension δ, with kδ²/2 = Γ. There the extension z obeys Bz'''' + kz = 0, whose decaying solutions are e^(−λx) times cos λx or sin λx, with λ⁴ = k/(4B). When λs is large the edge moment M dominates the edge force. Setting z''' = 0 at the edge selects z ∝ e^(−λx)(sin λx − cos λx), for which the edge rotates by M/(Bλ). A rigidly clamped beam longer by 1/λ would rotate equally. The extra length is

1/λ = (2Bδ²/Γ)^(1/4) = 6.1 µm

for a rough range δ = 10 nm. Using s + 1/λ in place of s lowers Γ by 15%. The tip threshold is far less sensitive: with an exponential law of the same range it moves by 0.3%. The upper bound from beam B is more sensitive, because a short attached end can peel off completely even when L is slightly above s*. In the spring model a range of 1 nm already raises this bound by about 10%, and a longer range raises it further.

*Stress gradient.* A uniform gradient through the thickness gives the beam a natural curvature κ and replaces w'' by w'' − κ in the energy. The new cross term is −Bκ∫w'' dx = −Bκ[w'(s) − w'(0)], which vanishes for the S-shape. The other new term, Bκ²/2 per unit area, is the same in the free and the attached parts, so its total Bκ²L/2 does not depend on s. Beam A is therefore unaffected. If beam B would, when free, rise by c at its tip, the force becomes 3B(g + c)/L³ and the slope 3(g + c)/(2L) − 2c/L. The threshold is then multiplied by (1 + c/g)(1 − c/(3g)), an increase of 3% for c = 0.1 µm.

*Real devices.* Layers and gaps of a few micrometres and beams of a few hundred micrometres can be made by silicon micromachining. The value of Γ found here should not be carried over to another surface treatment. Γ here refers to the apparent area, so it includes roughness and humidity and is not a property of silicon alone. Real anchors are also imperfect: an etch undercut of 2 µm, if it simply lengthens the free span, lowers Γ by 5%. Orientation matters more. A beam along [100] has E = 130.4 GPa, and the same measured lengths would then give a Γ lower by 23% if the beam is narrow, or by about 17% if it is wide enough to bend as a plate. Shear along the free span changes the result by less than 0.1%. The attached silicon also deforms near the contact edge, which beam theory leaves out. On a rigid, frictionless substrate this acts like an extra free length of about 0.65t and lowers Γ by about 3%. For beam A and an adhesion range near 10 nm, the largest uncertainty among the effects estimated here is whether the contact slips; a range of about 50 nm would matter almost as much. A thicker beam over the same gap reduces it, since the stretching correction falls as (g/t)². The numerical output lists the values used.

Values computed for the example and the checks

```
Test arrest length, long beam (expected 1): 1 s*
Test arrest length, shorter beam (expected 1): 1 s*
Test tip threshold, exponential law: 4.5001 B g^2/L^4
Test tip threshold, triangular law: 4.5 B g^2/L^4
Input C11 (rough): 166 GPa
Input C12 (rough): 64 GPa
Input C44 (rough): 80 GPa
Young's modulus along [110]: 169.7 GPa
Young's modulus along [100]: 130.4 GPa
Wide-plate modulus along [110]: 170.3 GPa
Thickness t: 2 um
Gap g: 2 um
Beam A total length: 300 um
Beam A unstuck length s: 150 um
Beam B length, tip contact: 120 um
Bending stiffness per width B: 0.1131 uN m
Beam A adhesion energy, S-shape: 16.09 mJ/m2
Beam A adhesion energy, S-shape: 0.01609 J/m2
Beam A value if tip formula misused: 4.023 mJ/m2
Beam A mid-span deflection, S-shape: 1 um
Mid-span deflection if tip-held arc: 0.625 um
Beam B lower bound: 9.821 mJ/m2
Beam B upper bound, pressed flat first: 39.28 mJ/m2
Beam B tip force per width: 0.3928 N/m
Beam B tip slope: 25 mrad
Shortest tip-held beam from A: 106.1 um
Longest tip-only beam after pressing: 150 um
Length uncertainty: 3 um
Thickness uncertainty: 0.05 um
Gap uncertainty: 0.05 um
Part of Gamma error from length: 8 %
Part of Gamma error from thickness: 7.5 %
Part of Gamma error from gap: 5 %
Combined Gamma uncertainty: 12.1 %
Combined Gamma uncertainty: 1.94 mJ/m2
Largest bending stress, beam A: 90.5 MPa
Gamma change, no slip at contact: 35.4 %
Adhesion range assumed (rough): 10 nm
Extra effective length from range: 6.12 um
Gamma change from that length: -14.8 %
Tip threshold change from range: 0.333 %
Gamma change from shear: -0.0754 %
Anchor undercut assumed (rough): 2 um
Gamma change from undercut: -5.16 %
Gamma change if beam lies along [100]: -23.2 %
Gamma change, wide-plate limit: 0.369 %
Free tip rise assumed for beam B: 0.1 um
Tip threshold change from that rise: 3.25 %
```
